# Transfer length from the front and end resistances of a planar contact

## What dimensions and symmetry already fix

A metal contact of length \(L\) and width \(W\) lies on a thin conducting film. A current \(I\) flows along the film, enters the region under the metal at its front edge \(x=0\), and leaves through the metal. At the far edge \(x=L\) the film carries no current. Two material constants describe the covered region: the film's sheet resistance \(R_{sk}\), in ohms per square, and the specific contact resistance \(\rho_c\), in ohms times area. The uncovered film has sheet resistance \(R_{sh}\), which may differ from \(R_{sk}\).

Let \(V(x)\) be the film potential relative to the metal, taken as an equipotential. The front and end resistances are

\[
R_f=\frac{V(0)}{I},\qquad R_e=\frac{V(L)}{I}.
\]

If nothing varies across the width, the contact is a set of identical strips in parallel, so both resistances scale as \(1/W\). The remaining quantities are \(R_{sk}\), \(\rho_c\) and \(L\). The only length that \(R_{sk}\) and \(\rho_c\) can form is

\[
L_T=\sqrt{\rho_c/R_{sk}},
\]

the transfer length, and the only resistance times length is \(\sqrt{R_{sk}\rho_c}\), up to functions of \(L/L_T\). Therefore

\[
R_f=Z\,f(L/L_T),\qquad R_e=Z\,g(L/L_T),\qquad Z=\frac{\sqrt{R_{sk}\rho_c}}{W}.
\]

The ratio \(R_f/R_e\) can depend on \(L/L_T\) alone. The outer sheet resistance is absent because the outer film merely delivers the current \(I\) to the front edge. It remains to find the function.

## Simple case: a very long contact

Let \(i(x)\) be the film current, positive towards increasing \(x\). Take the interface as linear and the film as thin compared with \(L_T\), so that one potential describes its whole depth. A slice of length \(dx\) has series resistance \(R_{sk}\,dx/W\), and it loses the current \(WV\,dx/\rho_c\) to the metal. Ohm's law and current conservation give

\[
\frac{dV}{dx}=-\frac{R_{sk}}{W}\,i,\qquad \frac{di}{dx}=-\frac{W}{\rho_c}\,V .
\]

With \(R_{sk}\) and \(\rho_c\) uniform under the contact, differentiate the first equation and insert the second. The two minus signs cancel:

\[
\frac{d^2V}{dx^2}=-\frac{R_{sk}}{W}\frac{di}{dx}=\frac{R_{sk}}{\rho_c}V=\frac{V}{L_T^2}.
\]

For \(L\to\infty\) the growing exponential is excluded, so \(V=Ae^{-x/L_T}\). The current follows from the first equation:

\[
i(x)=-\frac{W}{R_{sk}}\frac{dV}{dx}=\frac{WA}{R_{sk}L_T}e^{-x/L_T}.
\]

Setting \(i(0)=I\) gives \(A=IR_{sk}L_T/W\). Since \(R_{sk}L_T=\sqrt{R_{sk}\rho_c}\), this is \(A=IZ\), and hence \(R_f=Z\). The current passes into the metal mostly within a few \(L_T\) of the front edge. A long contact thus yields the product \(R_{sk}\rho_c\) but not the two factors separately. A second measurement is needed, and the far edge can supply it if the contact is not too long.

## Finite length

Measure distance from the far edge by \(s=(L-x)/L_T\) and write the general solution as \(V=A\cosh s+B\sinh s\). Because \(ds/dx=-1/L_T\),

\[
i=-\frac{W}{R_{sk}}\frac{dV}{dx}=\frac{W}{R_{sk}L_T}\left(A\sinh s+B\cosh s\right)=\frac{1}{Z}\left(A\sinh s+B\cosh s\right).
\]

At the far edge \(s=0\) and \(i=0\), so \(B=0\). At the front edge \(s=u\), with \(u=L/L_T\), and \(i=I\), so \(A=IZ/\sinh u\). The potential is

\[
V(x)=IZ\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)} .
\]

Its values at the two edges are

\[
R_f=Z\coth\frac{L}{L_T},\qquad R_e=\frac{Z}{\sinh(L/L_T)},
\]

and division gives

\[
\boxed{\frac{R_f}{R_e}=\cosh\frac{L}{L_T}},\qquad
L_T=\frac{L}{\operatorname{arccosh}(R_f/R_e)} .
\]

The hyperbolic cosine rises steadily from 1 for positive argument, so the inverse is unique. Neither \(W\) nor any relation between \(R_{sk}\) and \(R_{sh}\) has been used in it.

**Long limit.** For \(u\gg1\), \(R_f\to Z\), as found above, and \(R_e\to 2Ze^{-u}\). The factor 2 comes from the open far edge: the decaying wave \(e^{-x/L_T}\) is joined there by an equal mirror image \(e^{-(2L-x)/L_T}\), which makes the slope vanish.

**Short limit.** For \(u\ll1\), use \(\coth u\approx1/u+u/3\) and \(1/\sinh u\approx1/u-u/6\). Since \(Z/u=\rho_c/(WL)\) and \(Zu=R_{sk}L/W\),

\[
R_f\approx\frac{\rho_c}{WL}+\frac{R_{sk}L}{3W},\qquad
R_e\approx\frac{\rho_c}{WL}-\frac{R_{sk}L}{6W}.
\]

The difference is \(R_{sk}L/(2W)\). This can be found directly: a short contact drains the current almost evenly, so \(i\approx I(1-x/L)\), and the drop along the film is \((R_{sk}I/W)\int_0^L(1-x/L)\,dx=R_{sk}LI/(2W)\).

The same argument shows what happens if the sheet resistance varies under the metal. To this order the drop measures

\[
R_f-R_e\approx\frac1W\int_0^L R_{sk}(x)\left(1-\frac{x}{L}\right)dx ,
\]

so a uniform model returns an average of \(R_{sk}(x)\) weighted towards the front edge. The cosh law frees the value of \(R_{sk}\); it does not free its uniformity.

## Recovering all three constants

Because \(\coth^2u-1/\sinh^2u=1\),

\[
R_f^2-R_e^2=Z^2 .
\]

From the definitions, \(WZ/L_T=\sqrt{R_{sk}\rho_c}\sqrt{R_{sk}/\rho_c}=R_{sk}\), and similarly \(WZL_T=\rho_c\). Thus

\[
R_{sk}=\frac{W}{L_T}\sqrt{R_f^2-R_e^2},\qquad
\rho_c=WL_T\sqrt{R_f^2-R_e^2}.
\]

To measure \(R_f\), put identical contacts on the film at several spacings \(d\). The current crosses one contact, the gap and the next contact. Reversing the current in a linear contact reverses all potentials, so each contact adds \(R_f\):

\[
R(d)=2R_f+\frac{R_{sh}}{W}d .
\]

The intercept at \(d=0\) is \(2R_f\). This step requires \(R_{sh}\) to be uniform between the contacts, but not equal to \(R_{sk}\).

To measure \(R_e\), pass current from a neighbouring contact into the one under study and place a voltage tap on the film beyond its far edge. No current flows there, so the tap has the potential \(V(L)\). The voltage between tap and metal, divided by \(I\), is \(R_e\).

## A germanide contact

In n-type germanium a metal can react with the film to form a germanide contact. The reaction consumes germanium and leaves a thinner film below, a direct reason for \(R_{sk}>R_{sh}\). Take a 100 nm film with \(3\times10^{19}\) electrons per cm³ and mobility 300 cm²/Vs at 300 K. Let 40 nm be consumed. Then

\[
R_{sh}=\frac{1}{en\mu t}
=\frac{1}{(1.6022\times10^{-19})(3\times10^{19})(300)(10^{-5})}\,\Omega
=69.35\ \Omega/\text{sq},
\]

with thickness in cm, and \(R_{sk}=69.35\times100/60=115.6\ \Omega\)/sq if density and mobility are unchanged. With \(\rho_c=10^{-6}\ \Omega\,\text{cm}^2=100\ \Omega\,\mu\text{m}^2\), \(L=1.5\) µm and \(W=10\) µm,

\[
L_T=\sqrt{100/115.6}=0.930\ \mu\text{m},\qquad u=1.613,\qquad Z=10.75\ \Omega .
\]

The measurement was simulated with a resistor network that divides each contact into 1000 cells. It gave 37.152 Ω at a spacing of 2 µm and 134.242 Ω at 16 µm. The slope is \((134.242-37.152)/14=6.935\) Ω/µm, and the intercept is \(37.152-2(6.935)=23.282\) Ω. Hence \(R_f=11.641\) Ω. The network's end resistance was \(R_e=4.464\) Ω. The inversion is

\[
\frac{R_f}{R_e}=2.608,\qquad
L_T=\frac{1.5}{\operatorname{arccosh}(2.608)}=\frac{1.5}{1.613}=0.930\ \mu\text{m}.
\]

Also \(Z=\sqrt{11.641^2-4.464^2}=10.75\) Ω, so

\[
R_{sk}=\frac{10(10.75)}{0.930}=115.6\ \Omega/\text{sq},\qquad
\rho_c=10(10.75)(0.930)=100\ \Omega\,\mu\text{m}^2 .
\]

The input values return. Since the network obeys the same local laws, this tests the solution and its inversion, not the physical assumptions.

## What the equal-sheet assumption would give

Without an end measurement, one can close the equations by setting \(R_{sk}=R_{sh}\). The inferred length \(L_T'\) then satisfies

\[
L_T'\coth\frac{L}{L_T'}=\frac{R_fW}{R_{sh}}=\frac{116.41}{69.35}=1.679\ \mu\text{m}.
\]

Its solution is \(L_T'=1.350\) µm, which is 45% above the true value. The inferred contact resistance is \(R_{sh}L_T'^2=1.26\times10^{-6}\ \Omega\,\text{cm}^2\), or 26% too high.

Two limits locate this error. For a long contact the hyperbolic factors tend to 1, and \(L_T'=\sqrt{R_{sk}\rho_c}/R_{sh}=L_T R_{sk}/R_{sh}\). For a short contact the left side tends to \(L_T'^2/L\) and \(R_f\) to \(\rho_c/(WL)\), so \(L_T'=\sqrt{\rho_c/R_{sh}}=L_T\sqrt{R_{sk}/R_{sh}}\). With \(R_{sk}/R_{sh}=1.667\), the overestimate is a factor 1.67 in the first limit and 1.29 in the second. The value 1.45 found at \(u=1.61\) lies between them. In the short limit \(\rho_c\) itself comes out right, because the film beneath hardly affects the total resistance.

## Errors and the choice of length

Write \(r=R_f/R_e=\cosh u\). Then \(du=dr/\sinh u\), and \(L_T=L/u\) gives

\[
\frac{\delta L_T}{L_T}=-\frac{\delta u}{u}
=-\frac{\delta r}{u\sinh u}
=-\frac{\coth u}{u}\,\frac{\delta r}{r}.
\]

At \(u=1.613\), a ratio 1% too high lowers \(L_T\) by 0.67%. For short contacts the factor grows as \(1/u^2\): both edges are then at nearly the same potential, and the small difference carries the information.

A long contact has the opposite difficulty, a vanishing end voltage. Suppose \(R_f\) is known well and \(R_e\) has a fixed absolute error \(\delta R_e\). Then \(\delta r/r=-\delta R_e/R_e=-\delta R_e\sinh u/Z\), and

\[
\frac{\delta L_T}{L_T}=\frac{\delta R_e}{Z}\,\frac{\cosh u}{u}.
\]

At fixed \(Z\) and \(L_T\), the derivative of \(\cosh u/u\) vanishes when \(u\sinh u=\cosh u\), or

\[
u\tanh u=1,\qquad u=1.200 .
\]

The left side increases with \(u\), so there is one such point. It is a minimum because \(\cosh u/u\) diverges at both ends. Here it corresponds to \(L=1.12\) µm. The minimum is shallow: \(\cosh u/u\) is 1.51 there and 1.62 at the chosen 1.5 µm.

At a current of 10 µA the front and end voltages are 116 and 45 µV. An end-voltage error of 0.1 µV means \(\delta R_e=0.01\) Ω, and changes \(L_T\) by \((0.01/10.75)(1.62)\), about 0.15%.

## Generalization: a recessed contact with side faces

A germanide that has grown into the film also touches it through vertical faces, of height \(a=40\) nm here. Let these have the same \(\rho_c\) as the underside.

A face at the front edge draws the current \(WaV(0)/\rho_c\) before the rest enters the covered film. The remaining current produces the same profile as before, with a smaller amplitude. Both \(V(0)\) and \(V(L)\) fall by one factor, and their ratio is unchanged. The separate values of \(R_f\) and \(R_e\), and so the inferred \(R_{sk}\) and \(\rho_c\), do change.

A face at the far edge alters the boundary condition to \(i(L)=WaV(L)/\rho_c\). In the general solution, \(A=V(L)\) and \(i(L)=B/Z\). Therefore

\[
B=\frac{ZWa}{\rho_c}V(L)=\frac{a}{L_T}V(L),
\]

since \(ZW=\rho_c/L_T\). Evaluating \(V\) at \(s=u\) gives

\[
\frac{R_f}{R_e}=\cosh u+\frac{a}{L_T}\sinh u .
\]

For \(a\to0\) the cosh law returns. For small \(a/L_T\), the right side is \(\cosh(u+a/L_T)\) to first order: the contact behaves as if its length were \(L+a\). Using the nominal \(L\) therefore gives an apparent transfer length of about \(L_TL/(L+a)=0.930(1.5/1.54)=0.906\) µm. The unexpanded ratio gives 0.9065 µm, a shift of −2.5%.

A two-dimensional cross-section calculation includes both faces, the finite film depth and current spreading at the steps. It gives \(R_f=11.15\) Ω and \(R_e=4.08\) Ω. The cosh law then returns \(L_T=0.901\) µm, 3.1% below the input value, and \(\rho_c=9.35\times10^{-7}\ \Omega\,\text{cm}^2\), 6.5% below. The far face explains most of the shift in \(L_T\). The remaining 0.6% persists when both side faces are made insulating, so it does not come from current through the faces. It comes from the step at the front edge, where the current is squeezed into the thinner film. This raises \(R_f\) by about 0.1 Ω and leaves \(R_e\) almost unchanged.

## Finite depth and other departures

To isolate the effect of depth, let the covered film have thickness \(t\), with an insulating bottom at \(y=0\). A potential \(\cos(ky)\cosh[k(L-x)]\) satisfies Laplace's equation and carries no current through the bottom. The film resistivity is \(R_{sk}t\). Equating the upward current density at \(y=t\) to that through the interface gives

\[
\frac{k\sin(kt)}{R_{sk}t}=\frac{\cos(kt)}{\rho_c}
\quad\Longrightarrow\quad
k\tan(kt)=\frac{t}{L_T^2}.
\]

For a thin film \(\tan(kt)\approx kt+(kt)^3/3\), so \(k^2(1+k^2t^2/3)\approx1/L_T^2\). Replacing \(k^2\) in the small term by \(1/L_T^2\) gives

\[
\frac1k\approx L_T\left(1+\frac{t^2}{6L_T^2}\right).
\]

With \(t=60\) nm the decay length rises by only 0.07%. As \(t/L_T\to0\), the one-dimensional result returns.

Film that extends past the sides of the contact is more serious, since it carries current around the metal to the far edge. A plan-view calculation with 0.2 µm of extra film on each side, using potentials averaged across the film, gives \(R_f=11.42\) Ω and \(R_e=4.61\) Ω. The apparent \(L_T\) is 0.963 µm, 3.6% too high. The potential beyond the far edge is not uniform across the film, so a small tap reads a different value: placed 0.5 µm beyond the edge, it gives a shift of 1 to 1.5% on the centre line and 8 to 9% at the side of the film. This shift and that of the recessed faces have opposite signs, but they were computed separately, and their cancellation in a given device should not be assumed.

Two other effects are small for the values assumed here. A metal sheet resistance of 0.1 Ω/sq, with the metal drained and sensed at its far edge, changes the apparent \(L_T\) by +0.04%. This presumes a thick metal cap: at 4 Ω/sq, which a thin germanide without such a cap may have, the change is +1.4%. An interface that obeyed the thermionic diode law, with \(V_T=25.85\) mV, would change the apparent \(L_T\) by about 0.055% at 10 µA if both resistances were taken with the current in one direction. In the spacing series one contact passes the current each way, so the first-order change of \(R_f\) cancels and only \(R_e\) shifts; the change is then about 0.12%, with its sign set by the current direction in the end measurement. The change is negative if current from film to metal is in the forward direction, with density proportional to \(e^{V/V_T}-1\). It is positive if that direction is reverse, as for an n-type film, with density proportional to \(1-e^{-V/V_T}\). This law is only a reference case here. At the assumed doping the tunnelling energy \((e\hbar/2)\sqrt{n/(m\epsilon)}\) is about 70 meV for a tunnelling mass \(m\) of 0.12 electron masses, well above the thermal energy of 26 meV. Electrons then mainly tunnel through the barrier, and the diode law fixes neither the sign nor the size of the shift in such a contact.

Depletion below the metal is larger but less harmful. For a rough barrier of 0.5 eV and relative permittivity 16, the full-depletion estimate \(\sqrt{2\epsilon\Phi/(e^2n)}\), with \(\Phi\) the barrier energy, is 5.4 nm, or 9% of the thinned film. It would raise \(R_{sk}\) by about 10%. If the depletion is uniform, the method absorbs this change, because \(R_{sk}\) is measured rather than assumed.

## The model beside real contacts

The doping, mobility and \(\rho_c\) are rough values for a heavily doped n-type germanium contact, not data from one device. Real values of \(\rho_c\) vary by orders of magnitude with active doping and interface treatment, and low-resistance contacts lie well below the value used here. At \(10^{-8}\ \Omega\,\text{cm}^2\), with the same film, \(L_T\) would be 93 nm. A 1.5 µm contact would then have \(u\approx16\) and an end voltage of order \(10^{-12}\) V at 10 µA, too small for this measurement in practice. The length for least error at fixed \(\delta R_e\) would be about 0.11 µm, where a 40 nm side face is no longer a small correction and the depth correction to the decay length reaches about 7%. In the recessed cross-section the apparent \(L_T\) is then about 22% too low. For the micrometre-scale example, the largest shifts of the apparent \(L_T\) among those computed come from the recess (−3.1%, of which −2.5% is due to the far face) and from the film beside the contact (+3.6% for width-averaged potentials), for the dimensions assumed. The effect of a non-uniform \(R_{sk}\) was not computed. The remaining computed values are in the numerical output.

## Numbers as computed

```
Temperature: 300 K
Electron density: 3.0e+19 cm^-3
Mobility: 300 cm2/Vs
Film thickness outside / under contact: 100 / 60 nm
Contact length L and width W: 1.50 and 10.0 um
Input specific contact resistance: 1.00e-06 ohm cm2
Sheet resistance outside, Rsh: 69.35 ohm/sq
Sheet resistance under contact, Rsk: 115.58 ohm/sq
Transfer length LT from inputs: 0.9301 um
L/LT: 1.6126
Z: 10.751 ohm
Formula Rf: 11.641 ohm
Formula Re: 4.464 ohm
cosh(L/LT): 2.6077
Network, two contacts at spacing 2 um: 37.152 ohm
Network, two contacts at spacing 4 um: 51.022 ohm
Network, two contacts at spacing 8 um: 78.762 ohm
Network, two contacts at spacing 16 um: 134.242 ohm
Fitted slope: 6.9350 ohm/um
Fitted intercept: 23.282 ohm
Network Rf (half intercept): 11.641 ohm
Network Re: 4.464 ohm
Network ratio Rf/Re: 2.6077
Recovered LT: 0.9301 um = 930.1 nm
Recovered Rsk: 115.58 ohm/sq
Recovered rho_c: 100.00 ohm um2 = 1.000e-06 ohm cm2
Shortcut Rsk=Rsh, LT: 1.3502 um (+45.2 %)
Shortcut Rsk=Rsh, rho_c: 1.264e-06 ohm cm2
LT error per 1 % error of ratio: -0.671 %
Best L/LT for fixed absolute error of Re: 1.1997
Best L for this LT: 1.116 um
Far side face alone, apparent LT: 0.9065 um (-2.54 %)
Cross-section Rf and Re: 11.151 and 4.075 ohm
Cross-section apparent LT: 0.9012 um (-3.11 %)
Cross-section apparent Rsk: 115.18 ohm/sq
Cross-section apparent rho_c: 9.354e-07 ohm cm2
Film depth alone, change of LT: +0.069 %
Side gap on each side: 0.20 um
Side gap Rf and Re: 11.419 and 4.609 ohm
Side gap apparent LT: 0.9634 um (+3.58 %)
Metal sheet resistance: 0.10 ohm/sq
Metal resistance, change of apparent LT: +0.035 %
Measuring current: 10 uA
Front and end voltages: 116.4 and 44.6 uV
Thermal voltage: 25.85 mV
Diode-like interface, change of apparent LT: -0.055 %
Assumed barrier and relative permittivity: 0.5 eV and 16
Depletion width under contact: 5.43 nm
Depleted share of thinned film: 9.0 %
```
